\section*{Why interband polarisation lowers silver's bulk plasmon to 3.8 eV}

\section{A choice in fitting a silver film}

Suppose that optical data for a silver film are to be fitted from the near infrared to about 4 eV. The conduction electrons need a free-electron term. The practical decision is whether all other electrons can be represented by a constant background, or whether their response must vary with photon energy. The bulk plasmon decides it. Silver's conduction-electron density alone gives a plasma energy of about 9 eV, whereas the plasmon lies near 3.8 eV. A constant background taken from the infrared removes much of this difference, but not all of it.

Throughout, $E=\hbar\omega$ is the photon energy and $F$ the electric field. Silver is cubic, so its long-wavelength dielectric function $\varepsilon(E)$ is a scalar. The time factor is $e^{-i\omega t}$, so absorption means a positive imaginary part, $\varepsilon_2>0$.

Consider a slab polarised along its normal, with no external charge. The displacement field $\varepsilon_0F+P$ vanishes outside, and its normal component is continuous, so inside
\begin{equation}
F=-\frac{P}{\varepsilon_0}. \label{eq:field}
\end{equation}
The material also responds as $P=\varepsilon_0(\varepsilon-1)F$. Inserting this gives $\varepsilon F=0$. An oscillation with $F\neq0$ therefore needs $\varepsilon(E)=0$. This is the bulk plasmon condition, with damping left out for now. The susceptibility $\varepsilon-1$ is the sum of a conduction part $\chi_c$ and an interband part $\chi_d$.

\section{First contribution: the conduction electrons}

Let $n$ electrons per volume, with charge $-e$ and mass $m$, move by $x$ along the normal. Their polarisation is $P_c=-nex$. If nothing else polarises, Eq.~(\ref{eq:field}) gives $F=nex/\varepsilon_0$, and Newton's law reads
\begin{equation}
m\ddot x=-eF=-\frac{ne^2}{\varepsilon_0}x .
\end{equation}
This is a harmonic oscillator with energy quantum
\begin{equation}
E_p=\hbar\sqrt{\frac{ne^2}{\varepsilon_0m}} .
\end{equation}
In a field of angular frequency $\omega$, the same electrons obey $-m\omega^2x=-eF$. Hence $x=eF/(m\omega^2)$ and
\begin{equation}
\chi_c=\frac{-nex}{\varepsilon_0F}=-\frac{ne^2}{\varepsilon_0m\omega^2}=-\frac{E_p^2}{E^2}.
\end{equation}
The minus sign says that the polarisation of free electrons opposes the field.

Silver has a face-centred cubic lattice with four atoms per cube. With a rough lattice constant of 0.409 nm and one 5s electron per atom,
\begin{equation}
n=\frac{4}{(0.409\ \mathrm{nm})^3}=58.5\ \mathrm{nm^{-3}},\qquad E_p=8.98\ \mathrm{eV}.
\end{equation}
The free-electron mass has been used. This contribution alone puts the plasmon at 8.98 eV.

\section{Second contribution: the filled d states}

\subsection{One transition}

Take a filled state at energy zero and an empty state at $E_j$, joined by a real dipole matrix element $p$ along the field. The perturbation is $-pF\cos\omega t$. To first order the filled state keeps amplitude 1, and the amplitude $c$ of the empty state obeys
\begin{equation}
i\hbar\dot c=E_jc-\tfrac12pF\left(e^{-i\omega t}+e^{i\omega t}\right).
\end{equation}
If the field is raised slowly and $E$ is away from $E_j$, the solution follows the drive: $c=Ae^{-i\omega t}+Be^{i\omega t}$. Comparing the two exponentials gives $EA=E_jA-pF/2$ and $-EB=E_jB-pF/2$, so
\begin{equation}
A=\frac{pF/2}{E_j-E},\qquad B=\frac{pF/2}{E_j+E}.
\end{equation}
The dipole moment is $2p\,\mathrm{Re}\,c=2p(A+B)\cos\omega t$. Dividing by $F\cos\omega t$ gives the polarisability
\begin{equation}
\alpha_j=p^2\left(\frac1{E_j-E}+\frac1{E_j+E}\right)=\frac{2p^2E_j}{E_j^2-E^2}. \label{eq:alpha}
\end{equation}
Below the transition the dipole follows the field; above it, the dipole opposes the field. For $E_j=6.0$ eV, numerical integration of the Schr\"odinger equation for a weakly driven two-level system gives $\alpha_j/p^2=0.557\ \mathrm{eV^{-1}}$ at 3.8 eV and $-0.429\ \mathrm{eV^{-1}}$ at 8.0 eV. Equation~(\ref{eq:alpha}) gives $12/21.56$ and $-12/28$, the same values.

\subsection{From transitions to absorption}

The sum over all transitions has the form
\begin{equation}
\chi_d(E)=\sum_j\frac{w_j}{E_j^2-E^2},\qquad w_j>0 .
\end{equation}
Local fields couple the dipoles of neighbouring atoms, but coupled linear oscillators have normal modes that again respond in this form. Here $E_j$ and $w_j$ describe those modes, so $\chi_d$ is the macroscopic susceptibility and no further local-field correction is due.

The weights can be read from the absorption. Give $E$ a small positive imaginary part and split the fraction as in Eq.~(\ref{eq:alpha}). The term $1/(E_j-E-i0)$ has imaginary part $\pi\delta(E-E_j)$, so for $E>0$
\begin{equation}
\varepsilon_2(E)=\sum_j\frac{\pi w_j}{2E_j}\,\delta(E-E_j).
\end{equation}
A transition of weight $w_j$ thus contributes $w_j$ to the integral of $(2/\pi)E'\varepsilon_2(E')$, and
\begin{equation}
\chi_d(E)=\frac2\pi\int_0^\infty\frac{E'\varepsilon_2(E')}{E'^2-E^2}\,dE'. \label{eq:kk}
\end{equation}
Here $\varepsilon_2$ is the interband absorption. Inside an absorbing range the principal value of the integral gives the real part.

\subsection{A plateau for silver}

Silver's d bands lie roughly 4 eV below the Fermi level, and strong interband absorption begins near that energy. The model replaces this absorption by a plateau $\varepsilon_2=s$ between $E_1$ and $E_2$, and zero elsewhere. With $u=E'^2$, $du=2E'dE'$, Eq.~(\ref{eq:kk}) becomes
\begin{equation}
\chi_d(E)=\frac s\pi\int_{E_1^2}^{E_2^2}\frac{du}{u-E^2}
=\frac s\pi\ln\left|\frac{E_2^2-E^2}{E_1^2-E^2}\right|. \label{eq:chi}
\end{equation}
The rough inputs are $s=2.5$, $E_1=4.0$ eV and $E_2=20$ eV.

Their total strength can be judged far above $E_2$, where $\ln(1-x)\approx-x$ gives
\begin{equation}
\chi_d\approx-\frac{s(E_2^2-E_1^2)}{\pi E^2}.
\end{equation}
One free electron per atom would give $-E_p^2/E^2$. The plateau therefore counts as
\begin{equation}
N_d=\frac{s(E_2^2-E_1^2)}{\pi E_p^2}=3.79
\end{equation}
electrons per atom, which is less than the ten in the d shell.

\section{Weighing the static and dynamic parts}

The plasmon condition is now
\begin{equation}
1+\chi_d(E_0)-\frac{E_p^2}{E_0^2}=0,\qquad
E_0=\frac{E_p}{\sqrt{1+\chi_d(E_0)}}. \label{eq:root}
\end{equation}

\subsection{Static polarisation}

At zero energy,
\begin{equation}
\chi_d(0)=\frac{2s}\pi\ln\frac{E_2}{E_1}=\frac{5.0}{\pi}\ln5=2.56 .
\end{equation}
If this value is held fixed at all energies, the plasmon falls to
\begin{equation}
\frac{8.98\ \mathrm{eV}}{\sqrt{3.56}}=4.76\ \mathrm{eV}.
\end{equation}
This is a large step in the right direction, but the answer contradicts its premise. It lies above the 4.0 eV onset, where transitions are being driven through resonance and a static response cannot be assumed.

\subsection{Growth towards the onset}

For $0<E<E_1$ the derivative of Eq.~(\ref{eq:chi}) is
\begin{equation}
\frac{d\chi_d}{dE}=\frac{2sE}\pi\left(\frac1{E_1^2-E^2}-\frac1{E_2^2-E^2}\right)>0 ,
\end{equation}
because $E_1<E_2$. The term $-E_p^2/E^2$ also rises with $E$. Thus $\varepsilon$ climbs steadily from $-\infty$ at zero energy to $+\infty$ at the sharp onset, and it has exactly one zero between them. (The model has another zero above $E_2$, where $\varepsilon$ rises from $-\infty$ to 1; it is not the mode considered here.)

Numerical root finding gives
\begin{equation}
E_0=3.83\ \mathrm{eV},\qquad \chi_d(E_0)=4.50,
\end{equation}
which corresponds to a vacuum wavelength of 324 nm. The arithmetic closes: $8.98/\sqrt{5.50}=3.83$.

\begin{center}
\begin{tabular}{lcc}
Response included & $\chi_d$ & Plasmon (eV)\\
\hline
Conduction electrons & 0 & 8.98\\
With static d response & 2.56 & 4.76\\
With full d response & 4.50 & 3.83
\end{tabular}
\end{center}

Taken in this order, static polarisation lowers the plasmon by 4.22 eV and the growth of $\chi_d$ by a further 0.93 eV. The smaller step brings the mode below the onset, where this model has no interband absorption.

The growth comes mainly from nearby transitions, since the denominator in Eq.~(\ref{eq:kk}) is smallest for them. Cutting the integral at 6 eV shows this: transitions between 4 and 6 eV supply 25\% of $\chi_d(0)$ but 49\% of $\chi_d(E_0)$.

\subsection{When a constant background suffices}

For $E\ll E_1$, expanding the logarithms in Eq.~(\ref{eq:chi}) gives
\begin{equation}
\chi_d(E)\approx\chi_d(0)+\frac{sE^2}\pi\left(\frac1{E_1^2}-\frac1{E_2^2}\right).
\end{equation}
A constant is the leading term, so it serves in the infrared. It would also serve for the plasmon of a metal whose screened plasma energy lay far below its interband onset. Silver is not in that regime. Raising the constant background to 5.50 would put the zero at the right energy, but $\varepsilon$ would then depart from the model at lower energies: by only 2.5\% at 1 eV, where the conduction term dominates, but by 27\% at 3 eV.

\section{The restoring field}

The two polarisations show the mechanism. In the plasmon the d electrons respond to the total internal field, $P_d=\varepsilon_0\chi_dF$, and Eq.~(\ref{eq:field}) gives $\varepsilon_0F=-(P_c+P_d)$. Hence
\begin{equation}
P_d=-\chi_d(P_c+P_d)\quad\Rightarrow\quad
\frac{P_d}{P_c}=-\frac{\chi_d}{1+\chi_d}=-\frac{4.50}{5.50}=-0.818 . \label{eq:ratio}
\end{equation}
Substituting back,
\begin{equation}
F=-\frac{P_c+P_d}{\varepsilon_0}=-\frac{P_c}{\varepsilon_0(1+\chi_d)} .
\end{equation}
The displaced conduction electrons set up a field that pulls them back. The d shells polarise along that field, opposite to $P_c$, and cancel 82\% of it. The remaining 18\% is the restoring force for a given displacement. Since frequency varies as the square root of that force, the energy is multiplied by $\sqrt{1/5.50}=0.43$. The density of conduction electrons has not changed.

The same result can be cast as an eigenvalue problem, whose secular equation is $\varepsilon=0$ for a discretised plateau. Divide the plateau into narrow groups with resonance $E_j$, weight $w_j$ and polarisation $P_j$. Treat the conduction electrons as one more group with resonance zero and weight $E_p^2$. Each group obeys
\begin{equation}
(E_j^2-E^2)P_j=w_j\varepsilon_0F=-w_j\sum_kP_k .
\end{equation}
Setting $P_j=\sqrt{w_j}\,u_j$ and dividing by $\sqrt{w_j}$ gives a symmetric eigenvalue problem,
\begin{equation}
E_j^2u_j+\sqrt{w_j}\sum_k\sqrt{w_k}\,u_k=E^2u_j .
\end{equation}
Numerical diagonalisation with 1000 bound groups gives a lowest mode at 3.83 eV. Its summed bound polarisation is $-0.818$ times that of the conduction electrons, in agreement with Eq.~(\ref{eq:ratio}).

\section{The opposite case: transitions below the plasmon}

The presence of interband transitions does not by itself lower a plasmon. Keep $E_p$ and the plateau height fixed, but move the plateau to 1--3 eV. Above 3 eV,
\begin{equation}
\chi_d(E)=\frac s\pi\ln\frac{E^2-(3\ \mathrm{eV})^2}{E^2-(1\ \mathrm{eV})^2}<0 .
\end{equation}
At $E=E_p$ the conduction term is $-1$, so $\varepsilon(E_p)=\chi_d(E_p)<0$. As $E\to\infty$, $\varepsilon\to1$. A zero must therefore lie above $E_p$, and root finding puts it at 9.35 eV. These transitions are driven above resonance, so their polarisation opposes the field and adds to $P_c$. The restoring field is strengthened.

This comparison concerns the sign of the shift. Its size should not be set against silver's, because the moved plateau is also much narrower. Its total weight, proportional to $s(E_2^2-E_1^2)$, is only about 2\% of that in the silver model.

\section{Broadening and the limit of weak absorption}

The infinite peak of $\chi_d$ at $E_1$ belongs to the sharp step. A broadened edge is modelled by replacing $E$ in Eq.~(\ref{eq:chi}), without the modulus signs, by $E+i\Gamma$. The peak is then finite. This matters when absorption is weak. With a sharp edge, Eq.~(\ref{eq:root}) can be rearranged as
\begin{equation}
E_1^2-E_0^2=(E_2^2-E_0^2)\exp\left[-\frac\pi s\left(\frac{E_p^2}{E_0^2}-1\right)\right].
\end{equation}
For $E_p>E_1$ and $s\to0$, the zero survives ever closer to $E_1$, even though almost no absorption strength is left. It sits on the infinite peak, where $\chi_d$ can still balance the conduction term. With fixed $\Gamma>0$, $\chi_d$ vanishes everywhere as $s\to0$, and the plasmon condition returns to $E=E_p$. A low plasmon thus needs enough absorption strength, as well as an onset in the right place.

Conduction-electron damping changes $\chi_c$ to $-E_p^2/[E(E+i\gamma)]$. A rough relaxation time of 30 fs gives $\gamma=0.022$ eV. The plasmon then appears as a peak of the loss function
\begin{equation}
-\mathrm{Im}\frac1\varepsilon=\frac{\varepsilon_2}{\varepsilon_1^2+\varepsilon_2^2},
\end{equation}
where $\varepsilon_1$ and $\varepsilon_2$ are the real and imaginary parts of the total $\varepsilon$. In a thin film this function enters the absorption of p-polarised light at oblique incidence: the normal field inside is proportional to $1/\varepsilon$, and the power it deposits to $\varepsilon_2/|\varepsilon|^2$.

With $\Gamma=0.05$ eV and this $\gamma$, the calculated peak is at 3.83 eV and its full width at half maximum is 0.07 eV. With $\Gamma=0.20$ eV and the same $\gamma$, the zero of $\varepsilon_1$ moves to 3.90 eV. This broadening lowers the real part of $\chi_d$ just below the edge, so the balance with the conduction term is reached at a higher energy. The direction depends on the shape of the edge: a linear rise of $\varepsilon_2$ from 3.8 to 4.2 eV moves the zero down instead, to 3.80 eV. With $\Gamma=0.20$ eV the loss peak moves less than the zero, to 3.86 eV. At the zero the loss function equals $1/\varepsilon_2$ and is already falling, because $\varepsilon_2$ rises through the edge.

\section{How far the model can be trusted for silver}

The inputs are rough, so each was varied with the others fixed and the edge kept sharp:

\begin{center}
\begin{tabular}{lc}
Changed input & $E_0$ (eV)\\
\hline
$s=2.0$; $3.0$ & 3.93; 3.70\\
$E_1=3.8$; $4.2$ eV & 3.69; 3.95\\
$E_2=15$; $30$ eV & 3.89; 3.73
\end{tabular}
\end{center}

Changed one at a time, the inputs move the plasmon by about 0.1 eV. Changed together over the same ranges, they give values from 3.48 to 4.13 eV. These values lean on the sharp edge, which always forces a zero below $E_1$. With a broadened edge the weaker inputs lose it: for $s=2.0$ and $\Gamma=0.20$ eV the zero of $\varepsilon_1$ moves to 4.77 eV and only a weak loss maximum remains at 4.01 eV, and for $s=2.0$, $E_1=3.8$ eV, $E_2=15$ eV there is no zero between 3 and 5 eV even at $\Gamma=0.05$ eV. The model therefore shows how a strong and fairly steep absorption edge brings the plasmon near 4 eV rather than 9 eV, but with these rough inputs it does not predict the first decimal, and at the weak end of the range it does not guarantee a well-defined mode.

An optical mass 10\% above the free mass lowers $E_0$ by 0.08 eV, about 2\%, although $E_p$ falls by nearly 5\%. The reason is in Eq.~(\ref{eq:root}): as the zero moves away from the onset, $\chi_d$ decreases and part of the shift is undone.

Warming by 100 K, with a rough linear expansion of 19 ppm/K, lowers all electron densities by about 0.6\%. Diluting the conduction electrons alone lowers $E_0$ by 0.004 eV. Diluting the d electrons lowers $s$ by the same fraction, from 2.5 to about 2.486, and by the table this raises $E_0$ by about 0.003 eV. The two nearly cancel, leaving a net fall of about 0.001 eV. The transition energies, including the onset, were held fixed here. The thermal shift of the onset is not predicted, but the table shows that $E_0$ follows a change of $E_1$ by somewhat more than half.

A finite film also confines the plasma wave. An electron with velocity $v_x$ feels the Doppler-shifted frequency $\omega-qv_x$, so averaging over the Fermi sphere gives, to order $q^2$,
\begin{equation}
\chi_c=-\frac{E_p^2}{\hbar^2}\left\langle\frac1{(\omega-qv_x)^2}\right\rangle
\approx-\frac{E_p^2}{E^2}\left(1+\frac{3q^2\langle v_x^2\rangle}{\omega^2}\right),
\end{equation}
with $\langle v_x^2\rangle=v_F^2/5$ and $v_F=\hbar(3\pi^2n)^{1/3}/m$. To this order, $E^2$ in the conduction term is replaced by $E^2-\tfrac35(\hbar v_Fq)^2$. For a film 20 nm thick with hard walls, the lowest standing wave has $q=\pi/(20\ \mathrm{nm})$, and $E_0$ rises by 0.0006 eV. This is negligible beside the uncertainty of the absorption data.

Real silver also departs from the model in the shape of its absorption. The edge is not a step, the absorption above it is not flat, and some transitions near the onset start from the conduction band rather than from d states. Among the effects sized here, moving the edge by 0.2 eV shifts the plasmon by more than 0.1 eV, and replacing the step by a linear rise from 4.0 to 4.4 eV shifts it by about 0.1 eV, to 3.93 eV; dilution by thermal expansion and confinement matter far less. Voids and roughness in a deposited film are outside the model.

For the fit, a constant background is adequate well below the onset. A fit that reaches the plasmon needs an interband term that grows towards 4 eV and satisfies Eq.~(\ref{eq:kk}). Nor should the plasmon energy be turned directly into an electron density: setting $E_p=3.83$ eV would return 18\% of the density that was put in.
